# Low-Pass Filter Model of Ion Energy Width in Radio-Frequency Sheaths

**Q.** People describe an ion crossing a radio-frequency sheath as if it were a resistor–capacitor circuit. An ion is a particle in an electric field. What is being filtered?

**A.** The sheath voltage is the input and the ion's impact energy is the output. Take a voltage drop between plasma and electrode

$$V(t)=V_0+V_1\sin\omega t,\qquad 0<V_1<V_0 .$$

A singly charged ion that crosses much faster than the voltage changes lands with energy $eV(t)$. A slower ion samples the voltage over its whole flight, so its energy depends on the recent past. The filter model represents that memory by a damped voltage $V_d$ and one time constant $\tau$:

$$\tau\frac{dV_d}{dt}=V-V_d,\qquad W(t)=eV_d(t),$$

where $W(t)$ is the energy of an ion arriving at time $t$. This is a postulate about the ion. What follows from it, and whether ions obey it, are separate questions.

**Q.** Take the first. What does the equation do to the sinusoid? Please keep the transient.

**A.** Start from $V_d(0)=V_0$ and define

$$u=\frac{V_d-V_0}{V_1},\qquad z=\frac t\tau,\qquad a=\omega\tau .$$

The constant $V_0$ cancels between input and output, leaving $du/dz+u=\sin az$ with $u(0)=0$. Multiplying by $e^z$ makes the left side a total derivative:

$$\frac{d}{dz}\left(ue^z\right)=e^z\sin az .$$

The integral needed is

$$\int_0^z e^{z'}\sin az'\,dz'=\frac{e^z(\sin az-a\cos az)+a}{1+a^2}.$$

To check it, differentiate the right side. The two terms in $a\cos az$ cancel, and $(1+a^2)e^z\sin az/(1+a^2)$ remains. At $z=0$ the numerator is $-a+a=0$, as required. Dividing by $e^z$,

$$u=\frac{\sin az-a\cos az}{1+a^2}+\frac{a\,e^{-z}}{1+a^2}.$$

Now define an angle $\delta$ by $\cos\delta=1/\sqrt{1+a^2}$ and $\sin\delta=a/\sqrt{1+a^2}$, so that $\delta=\arctan a$. Then $\sin az-a\cos az=\sqrt{1+a^2}\,\sin(az-\delta)$, and

$$u=\frac{\sin(az-\delta)}{\sqrt{1+a^2}}+\frac{a\,e^{-z}}{1+a^2}.$$

The last term dies after a few $\tau$. What survives is a sinusoid with its mean unchanged, its phase delayed by $\arctan\omega\tau$, and its amplitude reduced to

$$V_{1d}=\frac{V_1}{\sqrt{1+(\omega\tau)^2}} .$$

**Q.** That is an amplitude. An energy distribution is a histogram of ions. Why should its width follow the same factor?

**A.** Define the width as the distance between the extreme energies. If ions arrive at all phases, the extremes are $e(V_0\pm V_{1d})$, so

$$\Delta W=2eV_{1d}=\frac{2eV_1}{\sqrt{1+(\omega\tau)^2}} .$$

This holds even if more ions arrive at some phases than at others. The shape of the histogram does need an assumption about arrivals; take them uniform in time.

Write $W=eV_0+\tfrac12\Delta W\sin\psi$ with $\psi$ uniform over $2\pi$. Each energy inside the range occurs at two phases per cycle, so the probability density is

$$f(W)=2\cdot\frac1{2\pi}\cdot\frac1{|dW/d\psi|}=\frac{1}{\pi\sqrt{(\Delta W/2)^2-(W-eV_0)^2}} .$$

It has a peak at each end, because the sinusoid lingers near its turning points. The fraction of ions farther from the centre than 0.9 of the half-width is $1-(2/\pi)\arcsin0.9=0.287$. Since $\sin^2\psi$ averages to one half, the standard deviation is $\Delta W/(2\sqrt2)$. It therefore shrinks by the same factor as the full width.

**Q.** So far $\tau$ is a free parameter, and with a free parameter I can fit many curves. What sets it?

**A.** The ion's flight through the sheath. First consider the steady sheath with drop $V_0$. Put its plasma edge at $x=0$ and the electrode at $x=s$, and count the field $\mathcal E$ positive when it pushes ions towards the electrode. Assume no electrons and no collisions inside, and ions entering with negligible speed where the field is zero. With ion density $n$ and speed $v$, Poisson's equation and the steady current density are

$$\frac{d\mathcal E}{dx}=\frac{en}{\varepsilon_0},\qquad J=env .$$

Follow one ion. The field it feels changes at the rate

$$\frac{d\mathcal E}{dt}=v\frac{d\mathcal E}{dx}=\frac{env}{\varepsilon_0}=\frac J{\varepsilon_0},$$

which is constant, so $\mathcal E=Jt/\varepsilon_0$ along the orbit. Newton's law $M\,dv/dt=e\mathcal E$, integrated twice, gives

$$v=\frac{eJt^2}{2\varepsilon_0M},\qquad x=\frac{eJt^3}{6\varepsilon_0M}=\frac{vt}{3}.$$

If the ion reaches the electrode at $t=T$ with speed $v_f=\sqrt{2eV_0/M}$, then

$$s=\frac{v_fT}{3},\qquad T^2=\frac{2\varepsilon_0Mv_f}{eJ}.$$

The plasma supplies $J=en_su_B$, where $n_s$ is the density at the sheath edge and $u_B=\sqrt{eT_e/M}$ is the Bohm speed, with $T_e$ in volts. Using $\omega_{pi}^2=e^2n_s/(\varepsilon_0M)$,

$$T^2=\frac{2}{\omega_{pi}^2}\frac{v_f}{u_B},\qquad T=\frac{\sqrt2}{\omega_{pi}}\left(\frac{2V_0}{T_e}\right)^{1/4}.$$

**Q.** You used the Bohm speed for the current and then let the ions start from rest.

**A.** Yes. That is the Child-sheath approximation, reasonable when $v_f\gg u_B$. It leaves an error of visible size, and the example below will include the entry speed.

**Q.** Now add the modulation. You need the rf field inside the sheath, not merely the voltage across it.

**A.** Suppose the rf changes too quickly for the ion density to follow, and ignore the motion of the sheath edge for the moment. The added field $\mathcal E_1$ then has no added charge inside the sheath, so $d\mathcal E_1/dx=0$. A uniform field whose integral over $s$ is $V_1\sin\omega t$ must be

$$\mathcal E_1=\frac{V_1}{s}\sin\omega t .$$

The ion's energy grows at the rate $ev(\mathcal E_0+\mathcal E_1)$, where $\mathcal E_0(x)$ is the steady field. Integrated over the flight, the steady part gives $e\int\mathcal E_0\,dx=eV_0$, however the timing has been disturbed. The added part already contains one factor of $V_1$. To first order in $V_1/V_0$ it may therefore be evaluated on the undisturbed orbit.

For an ion arriving at $t$, let $yT$ be the time remaining before impact. Its time since entry is $(1-y)T$, so its speed is $v_f(1-y)^2$. With $v_f/s=3/T$, the energy change is

$$\delta W(t)=\frac{eV_1}{s}\int v\,\sin\omega t'\,dt'
=eV_1\int_0^1 3(1-y)^2\sin[\omega(t-yT)]\,dy .$$

The weight $3(1-y)^2$ integrates to one. The impact energy is thus an average of past voltage, weighted most heavily just before impact, when the ion is fastest and the field does work on it at the greatest rate.

**Q.** Then it does filter. But is that the filter you postulated?

**A.** No. The postulated equation also gives an average of past voltage, but with a different weight. Once the transient has gone, its solution is

$$V_d(t)=\int_0^\infty V(t-\zeta)\,\frac{e^{-\zeta/\tau}}{\tau}\,d\zeta .$$

An exponential has a tail of unlimited length, whereas an ion remembers nothing from before it entered. To compare the two, write the ion's response as $\delta W=eV_1\,\mathrm{Im}(He^{i\omega t})$ and set $p=i\omega T$:

$$H=3\int_0^1(1-y)^2e^{-py}\,dy .$$

Integrating by parts twice,

$$\int_0^1(1-y)^2e^{-py}dy=\frac1p-\frac2p\int_0^1(1-y)e^{-py}dy,$$

$$\int_0^1(1-y)e^{-py}dy=\frac1p-\frac1p\cdot\frac{1-e^{-p}}p .$$

Substituting the second line into the first,

$$H=3\left[\frac1p-\frac2{p^2}+\frac{2(1-e^{-p})}{p^3}\right].$$

In this small-modulation theory the width is $2eV_1|H|$.

**Q.** Which $\tau$ makes the exponential stand in for that?

**A.** It depends on the frequency. When $\omega T\gg1$ the term $3/p$ dominates, so $|H|\to3/(\omega T)$. The filter factor tends to $1/(\omega\tau)$. Equating them,

$$\tau=\frac T3=\frac s{v_f}.$$

This is the time needed to cross the sheath at full impact speed. It also makes the two weights equal at zero delay, $1/\tau=3/T$.

When $\omega T\ll1$, expand the exponential in the integral for $H$. Angle brackets denote averages with the weight $3(1-y)^2$:

$$H\simeq1-i\omega T\langle y\rangle-\tfrac12(\omega T)^2\langle y^2\rangle .$$

Squaring the modulus and keeping second order,

$$|H|^2\simeq1-(\omega T)^2\left(\langle y^2\rangle-\langle y\rangle^2\right).$$

Here $\langle y\rangle=3\cdot\frac1{12}=\frac14$ and $\langle y^2\rangle=3\cdot\frac1{30}=\frac1{10}$, so the bracket is $\frac1{10}-\frac1{16}=\frac3{80}$. The square of the filter factor is $1-\omega^2\tau^2$ to the same order, which would require $\tau=\sqrt{3/80}\,T\simeq0.19\,T$. No single $\tau$ satisfies both limits.

**Q.** How bad is the compromise?

**A.** With $\tau=T/3$, the largest discrepancy found for $\omega T$ between 0.05 and 300 is at $\omega\tau=1.45$. There the filter gives a width 19.5% below that from $H$. It begins to narrow the distribution too early, then approaches the correct high-frequency law of this small-modulation theory.

The formula for $H$ was itself tested against integrated orbits with $V_1/V_0=10^{-4}$, at $\omega T=1$, 8 and 60. The amplitudes agreed within 0.008%. At $\omega T=60$ the orbits gave $|H|\omega T=2.998$, against the limiting value 3.

**Q.** Put in numbers from an etching plasma.

**A.** Take argon ions in a low-pressure inductively coupled plasma, with $T_e=3$ eV and $n_s=6\times10^{10}$ cm$^{-3}$. These are rough typical values. Choose $V_0=200$ V and $V_1=100$ V, so the unfiltered width is 200 eV.

The Bohm speed is 2.69 km/s, the impact speed is 31.1 km/s, and $\omega_{pi}=5.12\times10^7$ rad/s. Therefore

$$T=\frac{\sqrt2\,(400/3)^{1/4}}{5.12\times10^7\ \mathrm{s^{-1}}}=93.9\ \mathrm{ns},$$

$$s=\frac{v_fT}{3}=0.972\ \mathrm{mm},\qquad \tau=\frac T3=31.3\ \mathrm{ns}.$$

Direct integration of Poisson's equation, with ions entering at 1% of the Bohm speed, gives 0.974 mm and 93.8 ns. At 13.56 MHz,

$$\omega\tau=2\pi(13.56\times10^6)(31.28\times10^{-9})=2.665,$$

$$\Delta W=\frac{200\ \mathrm{eV}}{\sqrt{1+2.665^2}}=200\times0.351\ \mathrm{eV}=70\ \mathrm{eV}.$$

The filter places the two peaks at 165 and 235 eV, with a standard deviation of 25 eV.

**Q.** Your derivation assumed $V_1\ll V_0$ and a fixed edge. Here $V_1$ is half of $V_0$.

**A.** So the orbits were also computed at the full amplitude. In that calculation the ion density is frozen at the profile of a steady 200 V sheath with Bohm-speed entry, and is continued at $n_s$ on the plasma side. A sharp electron edge moves so that the instantaneous drop equals $V(t)$. Ions start at the outermost edge position with the Bohm speed. The widths in eV are:

| Frequency | Filter | $2eV_1\lvert H\rvert$ | Moving edge |
|---|---:|---:|---:|
| 2 MHz | 186 | 195 | 191 |
| 13.56 MHz | 70 | 74 | 65 |
| 60 MHz | 17 | 17 | 15 |

Halving both the number of spatial steps and the number of starting phases changed the moving-edge widths by at most 0.004 eV. That measures numerical error, not the quality of the physical assumptions.

At 13.56 MHz the filter is 5% below the small-modulation response and 8% above the moving-edge result. Its close agreement with $H$ at 60 MHz is no independent success, because $\tau$ was chosen to match that limit.

**Q.** Why is the moving-edge width smaller at 60 MHz?

**A.** Part of the answer is probably sheath thickness. For ions entering a fixed-edge sheath from rest, the high-frequency width is $2eV_1v_f/(\omega s)$. Bohm-speed entry increases the steady thickness from 0.972 to 1.096 mm. Scaling the filter's 16.9 eV by $0.972/1.096$ gives 15.0 eV, close to the computed 15.2 eV. The entry speed also changes the response directly, by up to about $u_B/v_f\simeq9\%$ for a fixed edge. The calculation further uses the full amplitude and lets the edge travel 0.211 mm. At 60 MHz the direct change is about $+7\%$, so a fixed edge with Bohm-speed entry and small modulation gives about 16.2 eV, not 15.0 eV. The closeness of 15.0 to 15.2 is therefore partly a coincidence. The remaining 1 eV lies with the full amplitude and the moving edge, whose effects were not separated.

**Q.** Could I improve the 2 MHz result by using your low-frequency time constant?

**A.** It brings the filter closer to $H$, but farther from the 177 eV found below when the ion density is allowed to respond. That constant is 18.2 ns, which gives $\omega\tau=0.228$ and a width of 195 eV, in agreement with $H$. At 13.56 MHz the same constant gives $\omega\tau=1.55$ and about 109 eV, far above the 74 eV from $H$. A constant fitted at one frequency need not serve at another.

There is a further caution at 2 MHz. There $\omega$ is about $0.25\,\omega_{pi}$, so the ion density has time to respond and the frozen-density assumption is poor. Both $H$ and the moving-edge calculation rely on it. The limit of zero frequency is safer: if the voltage hardly changes during a crossing, energy conservation gives $W=eV(t)$ whatever the field's shape, apart from the entry energy. Even at 13.56 MHz, $\omega$ is only about $1.7\,\omega_{pi}$, so the separation of time scales is modest. The effect is not small: if the ion density is allowed to respond, with the same sharp electron edge and Bohm-speed entry, the widths fall to about 177 eV at 2 MHz, 53 eV at 13.56 MHz and 14 eV at 60 MHz. Nor does a high frequency alone restore the frozen-density result. At 60 MHz with $V_1=20$ V, the calculation with responding density gives about 2 eV, against 3.4 eV from $H$. At 65 MHz it gives about 3.5 eV, against 3.1 eV, so in this sharp-edge model the error can have either sign.

**Q.** What happens if I change the ion or the plasma?

**A.** Within the Child-sheath model,

$$\tau=\frac{\sqrt2}{3\,\omega_{pi}}\left(\frac{2V_0}{T_e}\right)^{1/4}.$$

In the example $\omega_{pi}\tau=1.6$, so the time constant is comparable with the inverse ion plasma frequency. With $V_0$, $T_e$ and $n_s$ fixed, $\tau\propto\sqrt M$, and the filter gives heavier ions a narrower distribution. With the other quantities fixed, a denser plasma has a thinner sheath, a smaller $\tau\propto n_s^{-1/2}$ and a wider distribution. Raising $V_0$ alone changes $\tau$ only as $V_0^{1/4}$.

These are trends of the filter, and the widths of real distributions can change by quite different amounts. The sharp-edge calculation with responding ion density shows this at 13.56 MHz with $V_1=100$ V, changing one quantity at a time:

| Case | Filter (eV) | Responding density (eV) |
|---|---:|---:|
| Argon example | 70 | 53 |
| Ion mass 80 u | 51 | 52 |
| Density doubled | 94 | 136 |
| $V_0=300$ V | 64 | 31 |

Relative to the argon example the directions agree, but the sharp-edge width does not vary steadily. It is about 41 eV at 55 u, below its value at 80 u, and about 41 eV at $V_0=500$ V, above its value at 300 V.

The sharp edge exaggerates this behaviour. If the electron density instead falls smoothly with potential, as a Boltzmann factor, the four rows become about 60, 40, 105 and 50 eV. The filter is then within about a third of each.

**Q.** Would a real biased wafer behave like your example?

**A.** Not without care. The density, temperature and pressure are in the range of low-pressure etching, but the chosen voltage never falls below 100 V. With 3 eV electrons, hardly any reach the electrode to balance the ion current. The example therefore needs a conducting electrode whose dc supply carries that current. An insulating wafer, or an electrode fed through a blocking capacitor, must collect electrons during part of each cycle. Its sheath voltage then has to fall much lower, which for a sinusoid means $V_1$ close to $V_0$. Holding $V_0=200$ V and setting $V_1=200$ V, the filter formula gives about 140 eV at 13.56 MHz. That case is farther from the small-modulation theory. The sharp-edge calculation with responding ion density gives about 118 eV, but a sharp electron edge is itself a poor assumption when the drop falls to a few $T_e$. Neither number should be read as a prediction for a real wafer.

Collisions matter too. At 5 mTorr and 300 K, with a rough cross-section of $10^{-14}$ cm$^2$, the mean free path is 6.2 mm. The chance of a collision in the 0.972 mm sheath is

$$1-e^{-0.972/6.2}\simeq14\%.$$

That cross-section suits slow ions. Averaged over the ion energies in this sheath, the Ar$^+$–Ar value is nearer $5\times10^{-15}$ cm$^2$, which lowers the chance to about 8%. If a collision transfers charge to a slow atom, the new ion starts partway through the sheath and gains only part of the drop. Such ions can lie below the lower peak. The calculated width then describes the ions that crossed without colliding, not the full range of the histogram.

**Q.** And if the sheath voltage is periodic but not sinusoidal?

**A.** The filter equation is linear, so each harmonic can be treated separately. Harmonic number $m$ is multiplied by $1/\sqrt{1+(m\omega\tau)^2}$ and delayed by its own phase. At 13.56 MHz in the example, the fundamental keeps 0.351 of its amplitude and the second harmonic keeps $1/\sqrt{1+5.33^2}=0.184$. The waveform changes shape, and its peak-to-peak range is not in general reduced by one common factor. You must add the filtered harmonics with their phases and then find the extremes.

**Q.** Then what may I safely claim for the square-root factor?

**A.** For a sinusoidal voltage and the first-order filter equation, it is the exact steady-state reduction of both the modulation and the energy width. For ions in a collisionless sheath it is an approximation. The choice $\tau=s/v_f$ follows from the high-frequency, small-modulation limit with the ion density held frozen. In the argon example at 13.56 MHz it gives 70 eV. The two estimates with frozen ion density give 74 and 65 eV, and letting the density respond gives about 53 eV with a sharp electron edge or 60 eV with Boltzmann electrons. In the cases computed here the filter gives the order of magnitude of the width, but its trends are not guaranteed: the sharp-edge calculation reverses some of them. For a width you intend to rely on, compute the orbits with the ion density free to respond and a smooth electron density, using the actual sheath voltage and including collisions where they matter.

## Computed results

```
Ion mass: 39.95 u
Mean sheath voltage V0: 200 V
Voltage amplitude V1: 100 V
Unfiltered energy width: 200 eV
Electron temperature: 3.0 eV
Sheath-edge density: 6.0e+10 cm^-3
Bohm speed: 2.692 km/s
Final ion speed: 31.08 km/s
Ion plasma angular frequency: 5.121e+07 rad/s
Child sheath thickness s: 0.972 mm
Poisson check of s: 0.974 mm
Transit time T: 93.85 ns
Poisson check of T: 93.81 ns
Filter time tau=T/3: 31.28 ns
omega_pi*tau: 1.602 (dimensionless)
Low-frequency fitted tau: 18.17 ns
2 MHz: omega*tau=0.393, filter factor=0.9307
2 MHz: phase lag=21.5 deg
2 MHz: filter width=186.1 eV
2 MHz: transit-response width=194.9 eV
2 MHz: moving-edge width=191.2 eV
13.56 MHz: omega*tau=2.665, filter factor=0.3513
13.56 MHz: phase lag=69.4 deg
13.56 MHz: filter width=70.3 eV
13.56 MHz: transit-response width=74.2 eV
13.56 MHz: moving-edge width=65.0 eV
60 MHz: omega*tau=11.793, filter factor=0.0845
60 MHz: phase lag=85.2 deg
60 MHz: filter width=16.9 eV
60 MHz: transit-response width=16.9 eV
60 MHz: moving-edge width=15.2 eV
13.56 MHz filter energies: 164.9 to 235.1 eV
13.56 MHz filter standard deviation: 24.8 eV
13.56 MHz moving-edge energies: 169.6 to 234.7 eV
Fraction in outer tenths of half-width: 0.287
Largest filter/transit discrepancy: -19.5 %
It occurs at omega*tau: 1.45 (dimensionless)
Orbit |H|*omega*T at omega*T=60: 2.998
Largest orbit/response error: 0.008 %
Sheath thickness with Bohm entry: 1.096 mm
Transit time with Bohm entry: 89.87 ns
Electron-edge travel: 0.211 mm
Moving-edge width at 0.02 MHz: 200.0 eV
Largest moving-edge numerical shift: 0.004 eV
Bohm entry energy: 1.5 eV
Gas pressure: 5.0 mTorr; temperature: 300 K
Rough collision cross-section: 1e-14 cm^2
Collision mean free path: 6.2 mm
Chance of collision in sheath: 14 %
```
